# Why a dislocation core energy is not a unique number: a numerical check

```python
"""Dislocation core energy = total energy - chosen elastic energy (per length).
Result under test, for an edge dipole (+b, -b) with b along x:
  elastic energy outside cores = 2K[ln(d/rc) + sin^2(phi) - c]
  cut work per dislocation     = K[ln(d/rc) + sin^2(phi) - sin^2(alpha)]
  core-traction work           = K[sin^2(alpha) - c]
so the core energy shifts by K ln(rc'/rc), and depends on alpha if the
traction work is dropped.
K = mu b^2/(4 pi (1-nu)), c = (1-2nu)/(4(1-nu)); rc core radius,
d, phi dipole length and direction, alpha direction in which the cut leaves
the core. Total energies come from the Peierls-Nabarro (PN) model.
Internal units: GPa and nm; printed energies in eV/nm.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.constants import e as charge

mu, nu, b = 50.0, 0.3, 0.25
spacing = b
to_ev = 1e-18 / charge          # GPa nm^2 -> eV/nm
K = mu * b**2 / (4 * np.pi * (1 - nu))
Ks = mu * b**2 / (4 * np.pi)
c = (1 - 2 * nu) / (4 * (1 - nu))
gamma0 = mu * b**2 / (2 * np.pi**2 * spacing)   # misfit amplitude, GPa nm
zeta = K / (np.pi * gamma0)
zeta_s = Ks / (np.pi * gamma0)
deg = np.pi / 180

# Edge field: stress derived from displacement, then equilibrium is checked
x, y, th = sp.symbols('x y theta', real=True)
m, n, B = sp.symbols('mu nu b', positive=True)
r2 = x**2 + y**2
ux = B / (2 * sp.pi) * (th + x * y / (2 * (1 - n) * r2))
uy = -B / (2 * sp.pi) * ((1 - 2 * n) / (4 * (1 - n)) * sp.log(r2)
                         + (x**2 - y**2) / (4 * (1 - n) * r2))


def ddx(f):
    return sp.diff(f, x) - sp.diff(f, th) * y / r2


def ddy(f):
    return sp.diff(f, y) + sp.diff(f, th) * x / r2


exx, eyy, exy = ddx(ux), ddy(uy), (ddy(ux) + ddx(uy)) / 2
lam = 2 * m * n / (1 - 2 * n)
sxx = sp.factor(sp.simplify(lam * (exx + eyy) + 2 * m * exx))
syy = sp.factor(sp.simplify(lam * (exx + eyy) + 2 * m * eyy))
sxy = sp.factor(sp.simplify(2 * m * exy))
D = m * B / (2 * sp.pi * (1 - n))
assert sp.simplify(sxx + D * y * (3 * x**2 + y**2) / r2**2) == 0
assert sp.simplify(syy - D * y * (x**2 - y**2) / r2**2) == 0
assert sp.simplify(sxy - D * x * (x**2 - y**2) / r2**2) == 0
assert sp.simplify(sp.diff(sxx, x) + sp.diff(sxy, y)) == 0
assert sp.simplify(sp.diff(sxy, x) + sp.diff(syy, y)) == 0
values = {m: mu, n: nu, B: b}
stress = sp.lambdify((x, y), [s.subs(values) for s in (sxx, syy, sxy)], 'numpy')
displ = sp.lambdify((x, y, th), [u.subs(values) for u in (ux, uy)], 'numpy')


def edge_density(px, py, qx, qy):
    """Strain energy density; p, q = positions relative to +b and -b."""
    s1, s2 = stress(px, py), stress(qx, qy)
    a, f, g = [u - v for u, v in zip(s1, s2)]
    return (a**2 + f**2 + 2 * g**2 - nu * (a + f)**2) / (4 * mu)


def screw_density(px, py, qx, qy):
    p2, q2 = px**2 + py**2, qx**2 + qy**2
    tx, ty = -py / p2 + qy / q2, px / p2 - qx / q2
    return (mu * b / (2 * np.pi))**2 * (tx**2 + ty**2) / (2 * mu)


def elastic_energy(density, d, phi, rc):
    """Area quadrature outside both cores: twice the half plane of +b.
    The radial variable is s = 1/r, so infinity is a regular end point."""
    gs, ws = np.polynomial.legendre.leggauss(500)
    ga, wa = np.polynomial.legendre.leggauss(80)
    total = 0.0
    for centre in (0.0, np.pi):
        ang = (centre + ga * np.pi / 2)[:, None]
        low = 2 * np.cos(ang) / d if centre == 0.0 else 0 * ang
        half = (1 / rc - low) / 2
        s = low + half * (gs + 1)
        px, py = np.cos(phi + ang) / s, np.sin(phi + ang) / s
        w = density(px, py, px - d * np.cos(phi), py - d * np.sin(phi))
        total += np.sum(w / s**3 * half * ws * wa[:, None]) * np.pi / 2
    return 2 * total


def cut_work(d, phi, alpha, rc):
    """Half of b.stress.normal along a spiral cut, field of one dislocation."""
    L = np.log(d / rc)

    def f(s):
        r, a = rc * np.exp(L * s), alpha + (phi - alpha) * s
        px, py = r * np.cos(a), r * np.sin(a)
        dx = L * px - (phi - alpha) * py
        dy = L * py + (phi - alpha) * px
        t = stress(px, py)
        return 0.5 * b * (-t[0] * dy + t[2] * dx)
    return quad(f, 0, 1, epsabs=1e-11)[0]


def traction_work(alpha, rc):
    """Half of traction times displacement on the core cylinder."""
    def f(a):
        cx, cy = np.cos(a), np.sin(a)
        t, u = stress(rc * cx, rc * cy), displ(rc * cx, rc * cy, a)
        return -0.5 * rc * ((t[0] * cx + t[2] * cy) * u[0]
                            + (t[2] * cx + t[1] * cy) * u[1])
    return quad(f, alpha, alpha + 2 * np.pi, epsabs=1e-11)[0]


for alpha in (0.0, 0.4, 1.1, np.pi / 2):
    assert abs(traction_work(alpha, b) / K - (np.sin(alpha)**2 - c)) < 1e-7
    for phi in (0.0, 0.7, 1.5):
        law = np.log(20 / b) + np.sin(phi)**2 - np.sin(alpha)**2
        assert abs(cut_work(20, phi, alpha, b) / K - law) < 1e-7

# Area quadrature against the dipole law; remainder is of order (rc/d)^2
for ratio in (0.05, 0.01):
    for phi in (0.0, 0.6, 1.2, np.pi / 2):
        law = 2 * (np.log(1 / ratio) + np.sin(phi)**2 - c)
        got = elastic_energy(edge_density, 1.0, phi, ratio) / K
        assert abs(got - law) < 10 * ratio**2
        got = elastic_energy(screw_density, 1.0, phi, ratio) / Ks
        assert abs(got - 2 * np.log(1 / ratio)) < 10 * ratio**2


# Peierls-Nabarro model
def slip(z, w):
    return b / 2 + b / np.pi * np.arctan(z / w)


def misfit_density(s):
    return gamma0 * np.sin(np.pi * s / b)**2


def burgers_density(z, w):
    return b / np.pi * w / (z**2 + w**2)


for factor, width in ((K, zeta), (Ks, zeta_s)):
    for z in (0.3 * width, width, 2.5 * width):
        pv = quad(lambda s: (burgers_density(z - s, width)
                             - burgers_density(z + s, width)) / s,
                  0, np.inf, limit=300)[0]
        h = 1e-5 * b
        s0 = slip(z, width)
        restoring = (misfit_density(s0 + h) - misfit_density(s0 - h)) / (2 * h)
        assert abs(2 * factor / b**2 * pv + restoring) < 1e-5 * mu


def mean_kernel(X, Y, w, angular):
    """Mean of ln r + angular*Y^2/r^2 over two spread Burgers vectors."""
    N = 3000
    k = np.arange(N)
    z1 = w * np.tan((k + 0.25) * np.pi / N - np.pi / 2)
    z2 = w * np.tan((k + 0.75) * np.pi / N - np.pi / 2)
    q = (X + z2[None, :] - z1[:, None])**2 + Y**2
    return np.mean(0.5 * np.log(q)) + angular * np.mean(Y**2 / q)


def misfit_energy(w):
    # z = w tan(t) maps the infinite glide plane to a finite interval
    return quad(lambda t: misfit_density(slip(w * np.tan(t), w))
                * w / np.cos(t)**2, -np.pi / 2, np.pi / 2)[0]


def pn_total(d, phi, factor, w, angular):
    pair = mean_kernel(d * np.cos(phi), d * np.sin(phi), w, angular)
    own = mean_kernel(0.0, 0.0, w, 0)
    return 2 * factor * (pair - own) + 2 * misfit_energy(w)


assert abs(misfit_energy(zeta) / K - 1) < 1e-7
d = 200.0
angles = (30, 60, 90)
total = {a: pn_total(d, a * deg, K, zeta, 1) for a in angles}
total_s = pn_total(d, 90 * deg, Ks, zeta_s, 0)
# Tolerance 0.005: finite core width over d, plus grid error of order 1/N
tol = 0.005
for a in angles:
    law = 2 * (np.log(d / (2 * zeta)) + np.sin(a * deg)**2 + 1)
    assert abs(total[a] / K - law) < 2 * tol

radii = (b / 2, b, 2 * b)
core, core_s = {}, {}
for rc in radii:
    core[rc] = (total[90] - elastic_energy(edge_density, d, 90 * deg, rc)) / 2
    core_s[rc] = (total_s - elastic_energy(screw_density, d, 90 * deg, rc)) / 2
    assert abs(core[rc] / K - (np.log(rc / (2 * zeta)) + 1 + c)) < tol
    assert abs(core_s[rc] / Ks - (np.log(rc / (2 * zeta_s)) + 1)) < tol
shift = core[2 * b] - core[b]
assert abs(shift / K - np.log(2)) < 1e-4
assert core[b / 2] < core_s[b / 2] and core[b] > core_s[b]

full, straight, fixed = {}, {}, {}
for a in angles:
    p = a * deg
    full[a] = (total[a] - elastic_energy(edge_density, d, p, b)) / 2
    straight[a] = total[a] / 2 - cut_work(d, p, p, b)
    fixed[a] = total[a] / 2 - cut_work(d, p, 0.0, b)
    base = np.log(b / (2 * zeta)) + 1
    assert abs(full[a] / K - base - c) < tol
    assert abs(straight[a] / K - base - np.sin(p)**2) < tol
    assert abs(fixed[a] / K - base) < tol

# Transfer of the core energy to another dipole
d2, phi2 = 100.0, 30 * deg
direct = pn_total(d2, phi2, K, zeta, 1)
good = 2 * core[b] + elastic_energy(edge_density, d2, phi2, b)
bad_radius = 2 * core[b] + elastic_energy(edge_density, d2, phi2, 2 * b)
bad_cut = 2 * straight[90] + 2 * cut_work(d2, phi2, phi2, b)
assert abs(good - direct) < 0.02 * K
assert abs((bad_radius - direct) / K + 2 * np.log(2)) < 0.02
assert abs((bad_cut - direct) / K - 2 * (1 - np.sin(phi2)**2)) < 0.02

# Same dislocation, core profile widened by 1.5: no convention enters
widened = (pn_total(d, 90 * deg, K, 1.5 * zeta, 1) - total[90]) / 2
assert abs(widened / K - (0.5 - np.log(1.5))) < tol


def show(label, value, unit='eV/nm', digits=3):
    print(f'{label}: {value:.{digits}f} {unit}')


show('shear modulus', mu, 'GPa', 1)
show('Poisson ratio', nu, '(no unit)', 2)
show('Burgers vector = plane spacing', b, 'nm')
show('misfit amplitude gamma0', gamma0, 'J/m^2')
show('edge half-width zeta', zeta, 'nm', 4)
show('screw half-width', zeta_s, 'nm', 4)
show('K edge', K * to_ev)
show('K screw', Ks * to_ev)
show('traction constant c', c, '(no unit)', 4)
show('dipole length', d, 'nm', 0)
for a in angles:
    show(f'PN total, edge dipole, phi={a} deg', total[a] * to_ev)
show('PN total, screw dipole, phi=90 deg', total_s * to_ev)
print('Core energies, complete elastic part, phi=90 deg:')
for rc in radii:
    show(f' edge,  rc={rc:.3f} nm', core[rc] * to_ev)
    show(f' screw, rc={rc:.3f} nm', core_s[rc] * to_ev)
    show(f' edge minus screw, rc={rc:.3f} nm', (core[rc] - core_s[rc]) * to_ev)
show('edge shift from rc=b to 2b', shift * to_ev)
show('K ln 2', K * np.log(2) * to_ev)
print('Edge core energy at rc=b, by convention:')
for a in angles:
    show(f' phi={a}: complete', full[a] * to_ev)
    show(f' phi={a}: cut only, straight cut', straight[a] * to_ev)
    show(f' phi={a}: cut only, cut leaves along b', fixed[a] * to_ev)
for a in (0, 30, 60, 90):
    show(f'traction work, alpha={a} deg', traction_work(a * deg, b) * to_ev)
print(f'Transfer to dipole d={d2:.0f} nm, phi=30 deg:')
show(' direct PN total', direct * to_ev)
show(' consistent prediction', good * to_ev)
show(' core at b, elastic part at 2b', bad_radius * to_ev)
show('  its error', (bad_radius - direct) * to_ev)
show(' cut only, core from phi=90', bad_cut * to_ev)
show('  its error', (bad_cut - direct) * to_ev)
show('core widened 1.5 times, energy cost', widened * to_ev)
print('all tests passed')
```

Running it gives:

```
shear modulus: 50.0 GPa
Poisson ratio: 0.30 (no unit)
Burgers vector = plane spacing: 0.250 nm
misfit amplitude gamma0: 0.633 J/m^2
edge half-width zeta: 0.1786 nm
screw half-width: 0.1250 nm
K edge: 2.217 eV/nm
K screw: 1.552 eV/nm
traction constant c: 0.1429 (no unit)
dipole length: 200 nm
PN total, edge dipole, phi=30 deg: 33.611 eV/nm
PN total, edge dipole, phi=60 deg: 35.826 eV/nm
PN total, edge dipole, phi=90 deg: 36.931 eV/nm
PN total, screw dipole, phi=90 deg: 23.858 eV/nm
Core energies, complete elastic part, phi=90 deg:
 edge,  rc=0.125 nm: 0.206 eV/nm
 screw, rc=0.125 nm: 0.478 eV/nm
 edge minus screw, rc=0.125 nm: -0.272 eV/nm
 edge,  rc=0.250 nm: 1.743 eV/nm
 screw, rc=0.250 nm: 1.554 eV/nm
 edge minus screw, rc=0.250 nm: 0.189 eV/nm
 edge,  rc=0.500 nm: 3.280 eV/nm
 screw, rc=0.500 nm: 2.630 eV/nm
 edge minus screw, rc=0.500 nm: 0.650 eV/nm
edge shift from rc=b to 2b: 1.537 eV/nm
K ln 2: 1.537 eV/nm
Edge core energy at rc=b, by convention:
 phi=30: complete: 1.746 eV/nm
 phi=30: cut only, straight cut: 1.983 eV/nm
 phi=30: cut only, cut leaves along b: 1.429 eV/nm
 phi=60: complete: 1.745 eV/nm
 phi=60: cut only, straight cut: 3.091 eV/nm
 phi=60: cut only, cut leaves along b: 1.428 eV/nm
 phi=90: complete: 1.743 eV/nm
 phi=90: cut only, straight cut: 3.643 eV/nm
 phi=90: cut only, cut leaves along b: 1.426 eV/nm
traction work, alpha=0 deg: -0.317 eV/nm
traction work, alpha=30 deg: 0.238 eV/nm
traction work, alpha=60 deg: 1.346 eV/nm
traction work, alpha=90 deg: 1.901 eV/nm
Transfer to dipole d=100 nm, phi=30 deg:
 direct PN total: 30.543 eV/nm
 consistent prediction: 30.531 eV/nm
 core at b, elastic part at 2b: 27.457 eV/nm
  its error: -3.086 eV/nm
 cut only, core from phi=90: 33.857 eV/nm
  its error: 3.314 eV/nm
core widened 1.5 times, energy cost: 0.210 eV/nm
all tests passed
```
